\section*{Second-layer nucleation on islands with a strong step-edge barrier, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the nucleation rate}

\subsection{Two atoms on one island}

A round island, one atomic layer high and of radius $R$, lies on a flat crystal surface under a steady atomic beam. Suppose that two adatoms present together on top of the island always find each other and form a stable nucleus of the next layer. How often does this happen?

Let $F$ be the number of atoms that arrive per lattice site and second, quoted in monolayers per second (ML/s), and let $s$ be the number of sites per area. The island top then receives atoms at the rate
\begin{equation}
\Phi=\pi R^2 sF .
\label{eq:phi}
\end{equation}
An adatom stays on top for a mean time $\tau$ before it steps down over the edge. If a barrier at the edge makes this step slow, the atom crosses the island many times before it leaves. It is then equally likely to be found anywhere on the island. Its chance of standing at the edge is proportional to the perimeter divided by the area, hence to $1/R$, and so $\tau\propto R$.

The mean number of adatoms on top is $\bar n=\Phi\tau$. When $\bar n\ll1$, this is also, to leading order, the probability that one adatom is present. A nucleus forms when a new atom arrives during the stay of an earlier one:
\begin{equation}
\omega\simeq\Phi\,\bar n=\Phi^2\tau\propto (FR^2)^2R=F^2R^5 .
\label{eq:two}
\end{equation}
Four powers of the radius come from the two arrivals and one from the residence time.

Now let $i$ be the size of the largest unstable cluster, so that a nucleus needs $i+1$ atoms. The case above is $i=1$. For general $i$ the claim is
\begin{equation}
\omega\simeq\frac{\Phi\,\bar n^{\,i}}{i!}\propto F^{i+1}R^{3i+2},
\label{eq:claim}
\end{equation}
to leading order in $\bar n$, at fixed temperature and fixed $i$. It rests on three conditions: $\tau\propto R$, $\bar n\ll1$, and certain nucleation once $i+1$ adatoms coexist. This half derives the first condition from diffusion and the rate law from all three. The second half asks when the third condition is justified.

\subsection{The residence time from diffusion}

Let $\rho(r)$ be the steady mean density of adatoms on the island, $D$ their diffusion constant, and $\kappa$ a velocity that measures how easily they descend: the outward current per length of edge is $\kappa\rho(R)$. Adatoms are treated as independent, and removal by nucleation is left out because it is rare. Then
\begin{equation}
\frac{D}{r}\frac{d}{dr}\left(r\frac{d\rho}{dr}\right)+sF=0,
\qquad -D\rho'(R)=\kappa\rho(R).
\label{eq:diff}
\end{equation}
Multiplying by $r/D$ and integrating once gives $r\rho'=-sFr^2/(2D)+C$. The density is smooth at the centre, so $C=0$ and
\begin{equation}
\rho'(r)=-\frac{sF\,r}{2D},\qquad
\rho(r)=\rho(R)+\frac{sF}{4D}(R^2-r^2).
\end{equation}
The edge condition reads $sFR/2=\kappa\rho(R)$, so that $\rho(R)=sFR/(2\kappa)$. The mean number of adatoms is the integral over the island,
\begin{align}
\bar n&=\int_0^R 2\pi r\,\rho(r)\,dr\nonumber\\
&=\pi R^2\,\frac{sFR}{2\kappa}
+\frac{2\pi sF}{4D}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)\nonumber\\
&=\pi R^2sF\left(\frac{R}{2\kappa}+\frac{R^2}{8D}\right).
\label{eq:number}
\end{align}

This number is tied to the residence time. Let $S(t)$ be the probability that an atom is still on top a time $t$ after landing. The atoms present now are those that landed a time $t$ ago and have survived, so
\begin{equation}
\bar n=\int_0^\infty\Phi\,S(t)\,dt=\Phi\tau ,
\end{equation}
since the integral of a survival probability is the mean lifetime. Dividing Eq.~(\ref{eq:number}) by $\Phi$ gives
\begin{equation}
\tau=\frac{R}{2\kappa}+\frac{R^2}{8D}.
\label{eq:tau}
\end{equation}
The second term is the time needed to reach the edge by diffusion, and the first is the delay caused by the barrier. Their ratio, second to first, is $\kappa R/(4D)$. The strong-barrier regime is therefore
\begin{equation}
\frac{\kappa R}{4D}\ll1,\qquad \tau\simeq\frac{R}{2\kappa}.
\label{eq:strong}
\end{equation}
For given $\kappa$ and $D$ this condition limits the island size: on a large enough island the diffusion term takes over and $\tau$ grows as $R^2$.

In the strong-barrier regime the density is nearly uniform. The loss rate per atom is then the edge current divided by the number of atoms,
\begin{equation}
\frac{2\pi R\,\kappa\rho}{\pi R^2\rho}=\frac{2\kappa}{R}=\frac1\tau .
\end{equation}
This rate does not depend on how long the atom has already been on top, so the survival probability is exponential, $S(t)=e^{-t/\tau}$.

\subsection{The descent velocity on a triangular lattice}

To connect $\kappa$ with atomic hops, take a triangular lattice with site spacing $a$ and $s=2/(\sqrt3a^2)$. An adatom hops to each of its six neighbours at the rate $\Gamma$. The mean square displacement per time is $6\Gamma a^2$, and in two dimensions it equals $4D$, so
\begin{equation}
D=\tfrac32\Gamma a^2 .
\label{eq:D}
\end{equation}
Call a bond outward if it leads from an island site to a position beyond the edge, and let the atom descend through each such bond at the rate $\Gamma'$. All outward bonds are taken as equal.

The outward bonds are counted row by row. Rows of sites parallel to one bond direction are a distance $\sqrt3a/2$ apart, so a disc of diameter $2R$ contains about $4R/(\sqrt3a)$ of them. Each row has two ends and each end has one outward bond along the row. With three bond directions the total is
\begin{equation}
B=3\times2\times\frac{4R}{\sqrt3a}=\frac{8\sqrt3R}{a}.
\end{equation}
A site is occupied with probability $\rho/s$. The total loss rate is
\begin{equation}
B\,\Gamma'\,\frac{\rho}{s}
=\frac{8\sqrt3R}{a}\,\Gamma'\rho\,\frac{\sqrt3a^2}{2}
=12\,aR\,\Gamma'\rho .
\end{equation}
Setting this equal to $2\pi R\kappa\rho$ yields
\begin{equation}
\kappa=\frac{6}{\pi}\,a\Gamma' .
\label{eq:kappa}
\end{equation}

Equation~(\ref{eq:tau}) was tested against the residence time found by solving the hopping equations on lattice discs. For $R=30a$ and $\Gamma'/\Gamma=0.05$ both terms matter: in units of $1/\Gamma$ they are $\pi R/(12a\times0.05)=157$ and $R^2/(12a^2)=75$. Their sum is 232, and the lattice gives 229. For the much stronger barrier of the example below, the lattice residence time grows between $R=10a$ and $R=60a$ with the mean exponent 0.993, close to the value 1 assumed in the claim.

\subsection{The number of adatoms as a random process}

Let $n$ be the number of adatoms on top. Arrivals are independent and raise $n$ by one at the rate $\Phi$. Each of the $n$ adatoms leaves at the rate $1/\tau$, so $n$ falls by one at the rate $n/\tau$. The process ends when $n$ reaches $i+1$. The radius is held fixed during this calculation.

Let $T_n$ be the mean time from a state with $n$ adatoms until $n+1$ are present for the first time. The state $n$ lasts for the mean time $1/(\Phi+n/\tau)$. It then ends either with an arrival, which completes the task, or with a loss. After a loss the process must first return from $n-1$ to $n$, which takes $T_{n-1}$ on average, and then start again. Hence
\begin{equation}
T_n=\frac{1}{\Phi+n/\tau}
+\frac{n/\tau}{\Phi+n/\tau}\,(T_{n-1}+T_n).
\end{equation}
Multiplication by $\Phi+n/\tau$ gives
\begin{equation}
\left(\Phi+\frac n\tau\right)T_n=1+\frac n\tau T_{n-1}+\frac n\tau T_n ,
\end{equation}
and the terms $(n/\tau)T_n$ cancel:
\begin{equation}
\Phi T_n=1+\frac{n}{\tau}T_{n-1}.
\end{equation}
With $u_n=\Phi T_n$ and $\bar n=\Phi\tau$ this becomes
\begin{equation}
u_n=1+\frac{n}{\bar n}\,u_{n-1},\qquad u_0=1 .
\label{eq:rec}
\end{equation}
The first members are $u_1=1+1/\bar n$ and $u_2=1+2/\bar n+2/\bar n^2$. The general solution is
\begin{equation}
u_n=\sum_{m=0}^{n}\frac{n!}{m!}\,\bar n^{-(n-m)} .
\label{eq:u}
\end{equation}
To confirm it, insert the sum for $u_{n-1}$ in Eq.~(\ref{eq:rec}). The factor $n/\bar n$ turns $(n-1)!$ into $n!$ and lowers the power of $\bar n$ by one, which gives the terms $m=0,\dots,n-1$ of Eq.~(\ref{eq:u}). The separate 1 is the term $m=n$.

An island that starts empty must pass through all the stages, so the mean time to nucleation is
\begin{equation}
T=\frac1\Phi\sum_{n=0}^{i}u_n .
\label{eq:T}
\end{equation}

\subsection{Low occupancy}

For $\bar n\ll1$ the largest term in Eq.~(\ref{eq:T}) is the one with the most negative power of $\bar n$, namely the term $m=0$ of $u_i$, equal to $i!\,\bar n^{-i}$. The next power, $\bar n^{-(i-1)}$, occurs twice: with the factor $i!$ in $u_i$ (from $m=1$) and with the factor $(i-1)!$ in $u_{i-1}$ (from $m=0$). Therefore
\begin{equation}
T=\frac{i!}{\Phi\,\bar n^{\,i}}
\left[1+\left(1+\frac1i\right)\bar n+O(\bar n^2)\right].
\label{eq:Texp}
\end{equation}

The inverse of $T$ can be used as a rate for the following reason. At low occupancy the island is empty most of the time. Each arrival on the empty island starts an attempt, and most attempts end with the island empty again. The attempts are independent and each has the same small chance of success. The number of attempts needed is then geometrically distributed, and the waiting time is exponential to leading order, with the rate
\begin{equation}
\omega=\frac1T\simeq\frac{\Phi\,\bar n^{\,i}}{i!}.
\label{eq:omega}
\end{equation}

A second view explains the factorial. Without nucleation, the steady probabilities $p_n$ balance arrivals and losses between neighbouring states, $\Phi p_n=(n+1)p_{n+1}/\tau$. This gives $p_{n+1}=\bar n\,p_n/(n+1)$, and after normalization
\begin{equation}
p_n=\frac{\bar n^{\,n}}{n!}\,e^{-\bar n}.
\end{equation}
A nucleus forms when an atom arrives while $i$ others are present, and $\Phi p_i$ agrees with Eq.~(\ref{eq:omega}) to leading order. The factor $1/i!$ appears because the order in which the $i$ waiting atoms arrived does not matter.

\subsection{Counting powers}

Insert $\Phi=\pi R^2sF$ and $\tau=R/(2\kappa)$. The mean number of adatoms is
\begin{equation}
\bar n=\frac{\pi sF R^3}{2\kappa},
\label{eq:nbar}
\end{equation}
and Eq.~(\ref{eq:omega}) becomes
\begin{equation}
\omega\simeq\frac{1}{i!}\,\pi sFR^2\left(\frac{\pi sFR^3}{2\kappa}\right)^{i}
=\frac{(\pi sF)^{i+1}}{i!\,(2\kappa)^i}\,R^{3i+2}.
\label{eq:law}
\end{equation}
This is the stated law. The last atom to arrive contributes $FR^2$. Each of the $i$ atoms that must already be waiting contributes $FR^3$: two powers of $R$ for its arrival and one for the time it remains.

Direct numerical solution of the absorbing process, with $R=10$ nm and the flux lowered to $10^{-6}$ ML/s so that $\bar n$ is negligible, confirms the counting. The exponents of $F$ and $R$ are 2 and 5 for $i=1$, 3 and 8 for $i=2$, and 4 and 11 for $i=3$, to the four decimals printed.

The law fails at high occupancy. When $\bar n\gg1$, each $u_n$ in Eq.~(\ref{eq:u}) tends to 1, so $T\to(i+1)/\Phi$ and $\omega\to\Phi/(i+1)\propto FR^2$. Losses no longer matter, and the island waits for $i+1$ arrivals. The approach to this limit is visible in Eq.~(\ref{eq:Texp}): since $\bar n\propto FR^3$, the first correction lowers the local exponent of $F$ by $(1+1/i)\bar n$ and that of $R$ by three times as much.

\subsection{Numbers for a platinum-like surface}

The following parameters are rough model values, loosely based on platinum on Pt(111) near room temperature: $T=300$ K, flux 0.01 ML/s, terrace barrier 0.26 eV, additional barrier at the edge 0.20 eV, attempt rate $10^{13}$ s$^{-1}$ and $a=0.28$ nm. Pairs are taken as stable, $i=1$, and the island has $R=10$ nm. The edge barrier is chosen to place the example in the strong-barrier regime; values reported for clean platinum steps are often smaller, as the last subsection discusses.

With $k_BT=0.02585$ eV the hop rate is
\begin{equation}
\Gamma=10^{13}\,e^{-0.26/0.02585}\ \mathrm{s^{-1}}=4.29\times10^{8}\ \mathrm{s^{-1}} .
\end{equation}
The additional barrier reduces it by the factor $e^{-0.20/0.02585}=4.37\times10^{-4}$ to $\Gamma'=1.87\times10^5$ s$^{-1}$. Equation~(\ref{eq:kappa}) gives $\kappa=1.00\times10^5$ nm/s, and
\begin{equation}
\tau\simeq\frac{10\ \mathrm{nm}}{2\times1.00\times10^5\ \mathrm{nm/s}}
=5.0\times10^{-5}\ \mathrm{s}.
\end{equation}
The strong-barrier parameter $\kappa R/(4D)$ is 0.005, so the diffusion term adds 0.5\,\% to $\tau$. The lattice calculation for this same disc also gives $5.0\times10^{-5}$ s.

The island has 4627 sites, so $\Phi=4627\times0.01\ \mathrm{s^{-1}}=46.3\ \mathrm{s^{-1}}$ and $\bar n=46.3\times5.0\times10^{-5}=2.3\times10^{-3}$. The nucleation rate is
\begin{equation}
\omega\simeq46.3\ \mathrm{s^{-1}}\times2.3\times10^{-3}=0.107\ \mathrm{s^{-1}} .
\end{equation}
At fixed flux and temperature, an island of 5 nm radius has $\omega=0.0033$ s$^{-1}$ and one of 15 nm has 0.81 s$^{-1}$. Doubling the radius from 5 to 10 nm multiplies the rate by $2^5=32$. This steep rise gives second-layer nucleation a fairly well-defined onset radius, which the second half calculates.

\section{Second half: certain meeting, growing islands and real surfaces}

\subsection{Symbols and results carried over}

An island of radius $R$ has $N=\pi R^2s$ sites and receives atoms at the rate $\Phi=\pi R^2sF$, where $F$ is the flux per site and $s$ the number of sites per area. Adatoms hop at the rate $\Gamma$ per direction on a triangular lattice of spacing $a$, with $D=3\Gamma a^2/2$. They descend through each outward bond at the rate $\Gamma'$, which gives the descent velocity $\kappa=6a\Gamma'/\pi$. For a strong barrier, $\kappa R/(4D)\ll1$, the mean residence time is $\tau=R/(2\kappa)$. With $\bar n=\Phi\tau\ll1$ and certain nucleation when $i+1$ adatoms coexist,
\begin{equation}
\omega\simeq\frac{\Phi\bar n^{\,i}}{i!}=W R^{3i+2},\qquad
W=\frac{(\pi sF)^{i+1}}{i!\,(2\kappa)^i}.
\label{eq:W}
\end{equation}
The example has $i=1$, $R=10$ nm, $F=0.01$ ML/s, $\tau=5.0\times10^{-5}$ s, $\Phi=46.3$ s$^{-1}$, $\bar n=2.3\times10^{-3}$ and $\omega=0.107$ s$^{-1}$.

For a strong edge barrier, low occupancy and certain nucleation once $i+1$ adatoms coexist, the nucleation rate has been shown to follow $\omega\propto F^{i+1}R^{3i+2}$. It remains to ask when certain nucleation is justified, to find the radius at which a growing island receives its second layer, and to compare the model with a real platinum surface.
